\section*{Lomer dislocations in (001) films: favoured by energy, barred from single-arm glide}

\section{What scale alone decides}

Consider a straight dislocation lying at depth $h$ below the flat free surface of an elastic solid. Linear elasticity contains no length of its own. If the depth $h$ and the radius $r_0$ of the excluded core are both multiplied by the same factor, at fixed Burgers vector, strains fall by that factor while areas grow by its square. The elastic energy per unit length of line, $W$, is therefore unchanged, and it can depend only on $h/r_0$.

Now shrink the core from $r_0$ to $r_1$ at fixed $h\gg r_0$. The added energy is that of a thin tube around the line, where the field is the one in an infinite solid. There stress varies as $1/r$ and energy density as $1/r^2$, so the tube adds $P\ln(r_0/r_1)$, with $P$ independent of $h$. A function of $h/r_0$ with this property must be
\begin{equation}
W(h)=P\ln\frac{h}{r_0}+\text{const}=P\ln\frac{\alpha h}{b}.
\label{W}
\end{equation}
The dimensionless core parameter $\alpha$ absorbs the constant, including the core energy, and $b$ is the Burgers length. The surface attracts the line with the force $dW/dh=P/h$.

The relaxation of misfit, by contrast, gains an energy proportional to $h$. A critical thickness is thus a contest between a logarithm and a straight line. The Lomer dislocation wins it early because its line costs almost the same as its competitor's and gains twice as much. The orientation of the Burgers vector that doubles the gain also removes the inclined glide plane along which an arm could lay the line down.

\section{Two lines and their energies}

The film is diamond cubic with lattice parameter $a$ and lies on a thick (001) substrate with the same elastic constants. The interface line runs along $[1\bar10]$. Take local axes $x\parallel[110]$, $y\parallel[001]$ (the film normal) and $z\parallel[1\bar10]$. Both dislocations have Burgers length $b=a/\sqrt2$:
\begin{align}
\text{Lomer: }&\tfrac a2[110] &&\to\ (b_x,b_y,b_z)=(b,0,0),\\
\text{60-degree: }&\tfrac a2[101] &&\to\ (b_x,b_y,b_z)=\left(\tfrac b2,\tfrac b{\sqrt2},\tfrac b2\right).
\end{align}
The components follow by projection; for example, $\tfrac a2[101]\cdot[110]/\sqrt2=a/(2\sqrt2)=b/2$. The angle between the second vector and the line has cosine $b_z/b=1/2$, hence the name.

To find $P$, create the dislocation by displacing the two sides of a cut. For an isotropic solid with shear modulus $\mu$ and Poisson ratio $\nu$, the shear stress at distance $r$ on the glide plane is $\mu b_s/(2\pi r)$ for a screw component $b_s$, and $\mu b_e/[2\pi(1-\nu)r]$ for an edge component $b_e$. The stress grows in proportion to the displacement, so the work carries a factor $1/2$:
\begin{equation}
\frac12\int_{r_0}^{R}\left[\frac{\mu b_e^2}{2\pi(1-\nu)r}+\frac{\mu b_s^2}{2\pi r}\right]dr
=\frac{\mu[b_e^2+(1-\nu)b_s^2]}{4\pi(1-\nu)}\ln\frac R{r_0}.
\end{equation}
Edge and screw fields do not mix in the energy of a straight line in an isotropic solid. Here $b_e^2=b_x^2+b_y^2$ and $b_s=b_z$. For the Lomer line
\begin{equation}
P_L=\frac{\mu b^2}{4\pi(1-\nu)}.
\end{equation}
For the 60-degree line the bracket is $b^2[\tfrac14+\tfrac12+\tfrac14(1-\nu)]=b^2(1-\nu/4)$, so
\begin{equation}
P_{60}=\left(1-\frac\nu4\right)P_L .
\end{equation}
The Lomer line is slightly the more expensive of the two.

\section{The gain and the critical thickness}

Let $f$ be the magnitude of the biaxial misfit strain. With no stress along the normal, Hooke's law gives $f=(1-\nu)\sigma/E$, where $E=2\mu(1+\nu)$. Hence
\begin{equation}
\sigma=\frac{2\mu(1+\nu)}{1-\nu}\,f .
\end{equation}
Insert the dislocation by a cut that runs from the interface to the surface along $\mathbf d=(s,h,0)$. Per unit length of line the cut has area vector $\hat{\mathbf z}\times\mathbf d=(-h,s,0)$. The misfit stress has components $\sigma_{xx}=\sigma_{zz}=\pm\sigma$ and none involving $y$. Its traction on the cut is therefore along $x$, with magnitude $\sigma h$, and its work is $\sigma b_xh$ whatever the lean $s$ of the cut. Choosing the sign of $\mathbf b$ that relieves the film, the formation energy per unit length is
\begin{equation}
\mathcal E(h)=P\ln\frac{\alpha h}{b}-\sigma b_xh .
\label{E}
\end{equation}
The equilibrium critical thickness $h_c$ of the first dislocation is where $\mathcal E$ vanishes. It is also where a threading arm, the piece of line that rises through the film, feels no net force: advancing it by unit length adds unit length of interface line. Thus
\begin{equation}
h_c=k\ln\frac{\alpha h_c}{b},\qquad k=\frac P{\sigma b_x}.
\label{hc}
\end{equation}
Inserting $P$, $\sigma$ and $b_x$,
\begin{align}
k_L&=\frac{\mu b^2}{4\pi(1-\nu)}\,\frac{1-\nu}{2\mu(1+\nu)fb}=\frac{b}{8\pi(1+\nu)f},\\
k_{60}&=\frac{(1-\nu/4)P_L}{\sigma b/2}=\left(2-\frac\nu2\right)k_L .
\end{align}
The shear modulus has cancelled.

Write (\ref{hc}) as $g(h)=k$ with $g=h/\ln(\alpha h/b)$. The derivative, $g'=[\ln(\alpha h/b)-1]/\ln^2(\alpha h/b)$, is positive for $h>eb/\alpha$, where $e$ is the base of natural logarithms. The physical root lies on this rising branch; the other root, when there is one, lies at core size, where elasticity has no meaning. For equal $\alpha$, $k_{60}>k_L$ then implies $h_{60}>h_L$. Dividing the two conditions,
\begin{equation}
\frac{h_{60}}{h_L}=\left(2-\frac\nu2\right)\frac{\ln(\alpha h_{60}/b)}{\ln(\alpha h_L/b)}>2-\frac\nu2 .
\label{ratio}
\end{equation}
As $f\to0$ both thicknesses grow without limit, the quotient of logarithms tends to one, and the bound is approached, though only logarithmically. At large misfit $k_L$ falls below $eb/\alpha$, the minimum of $g$. No root then exists, and the continuum estimate ceases to define a critical thickness.

\section{Numbers for a compressed film}

Take $a=0.55$ nm, $\mu=60$ GPa, $\nu=0.28$, $f=1\,\%$ and $\alpha=4$ for both lines. Then $b=0.3889$ nm, $\sigma=2.13$ GPa, and
\begin{equation}
k_L=\frac{0.3889\text{ nm}}{8\pi(1.28)(0.01)}=1.209\text{ nm},\qquad k_{60}=1.86\,k_L=2.249\text{ nm}.
\end{equation}
The roots of (\ref{hc}) can be confirmed by substitution:
\begin{align}
h_L&=1.209\,\ln\frac{4(4.68)}{0.3889}=4.68\text{ nm},\\
h_{60}&=2.249\,\ln\frac{4(10.54)}{0.3889}=10.54\text{ nm}.
\end{align}
Their ratio is 2.25, above the bound 1.86. At $f=0.5\,\%$ the pair is 11.55 and 24.95 nm; at $2\,\%$ it is 1.75 and 4.25 nm. The last Lomer value is less than five Burgers lengths, so it is an extrapolation of elasticity rather than a dependable thickness.

\section{Why one arm cannot glide}

Let a threading arm move along $z$ and leave an interface line behind it. An element $d\mathbf r=(dx,dy,dz)$ of the arm sweeps, per unit advance, the area $\hat{\mathbf z}\times d\mathbf r=(-dy,dx,0)$. The two sides of this area are displaced by $\mathbf b$ relative to each other, which opens or overlaps the volume
\begin{equation}
\mathbf b\cdot(\hat{\mathbf z}\times d\mathbf r)=b_y\,dx-b_x\,dy .
\label{dV}
\end{equation}
Glide means that this volume is zero for every element, so that no atoms need be added or removed.

For the 60-degree line the condition is $dx/dy=b_x/b_y=1/\sqrt2$. The arm must lie in the plane that contains $[1\bar10]$ and leans by this amount, which is the plane $(11\bar1)$, an ordinary slip plane.

For the Lomer line $b_y=0$, and the condition becomes $b\,dy=0$. An element that glides cannot rise towards the surface at all. Bending the arm does not help: integrating (\ref{dV}) from the interface to the surface gives a net volume of magnitude $bh$ per unit advance, whatever the path. This is geometry, independent of temperature, core structure and the size of the stress.

The vector $\tfrac a2[110]$ does lie in two $\{111\}$ planes, $(1\bar11)$ and $(\bar111)$, but slip there offers no way round. Those planes cut the interface along $[110]$, parallel to $\mathbf b$, so the line laid down is a screw and relieves no misfit. Nor is there a force to drive it. Write the biaxial stress as $\pm\sigma(\mathbf 1-\hat{\mathbf y}\hat{\mathbf y})$. For a slip plane with unit normal $\mathbf n$ we have $\mathbf b\cdot\mathbf n=0$, so the resolved quantity is
\begin{equation}
\pm\sigma\left(\mathbf b\cdot\mathbf n-b_yn_y\right)=\mp\sigma\,b_yn_y .
\label{schmid}
\end{equation}
It vanishes when $\mathbf b$ lies in (001). Of the twelve $\{111\}\langle110\rangle$ systems, four are undriven for this reason; the other eight share the Schmid factor $(1/\sqrt2)(1/\sqrt3)=0.408$.

The same component $b_y$ thus plays two parts. At fixed $b$, setting $b_y=b_z=0$ puts the whole Burgers vector into relief, and it is $b_y$ that supplies an inclined glide plane.

\section{The price of climb}

A lone Lomer arm can advance if atoms are carried to or from it. The diamond structure has eight atoms per cell, so the volume per atom is $\Omega=a^3/8=0.0208$ nm$^3$. At the Lomer critical thickness the number to be moved is
\begin{equation}
\frac{bh_L}{\Omega}=\frac{0.3889\times4.68}{0.0208}\approx88\text{ atoms per nm of line}.
\end{equation}
A compressed film must lose these atoms; a stretched film must gain them.

The misfit stress supplies at most $\sigma\Omega=0.28$ eV per atom, before the line energy is paid. At 823 K this is about four times the thermal energy, 0.071 eV. At $h_L$ the line energy takes all of it, but in a much thicker film most of it remains as drive. Transport is then the obstacle. With a rough activation energy of 4.5 eV and a prefactor of 0.01 m$^2$/s, the bulk diffusivity is about $3\times10^{-30}$ m$^2$/s. In one hour the diffusion length $\sqrt{Dt}$ is about $10^{-4}$ nm. Even if the rate is raised by the full factor $\exp(\sigma\Omega/k_BT)$, it is $7\times10^{-4}$ nm, far below $b$.

This estimate concerns bulk diffusion alone. A line that ends at the advancing side edge of a growing island is in a different position. There is no film yet ahead of the edge, so the surplus half-plane of a compressed film need never be deposited. Growth on a flat film gives no such help, because the film ahead of the arm already contains that half-plane. In the volume count this is still climb, but the growth flux does the work of diffusion.

\section{Two glissile lines make one sessile line}

The other route uses
\begin{equation}
\tfrac a2[101]+\tfrac a2[01\bar1]=\tfrac a2[110].
\end{equation}
In local axes the second vector is $(b/2,-b/\sqrt2,-b/2)$. It relieves misfit in the same sense as the first, while its normal and screw components are opposite. By (\ref{dV}) its glide plane leans the other way, $dx/dy=-1/\sqrt2$, and is $(111)$.

The scale argument also gives the interaction. Let the two parallel lines be a distance $r$ apart in a large solid of size $R$. Within $r$ each has its own field; beyond $r$ the field is that of the sum. The energy is therefore
\begin{equation}
W_{12}=2P_{60}\ln\frac r{r_0}+P_L\ln\frac Rr+c(\theta),
\end{equation}
where the direction $\theta$ of the separation can enter only the term without a length. The radial force is
\begin{equation}
-\frac{\partial W_{12}}{\partial r}=-\frac{2P_{60}-P_L}{r}=-\left(1-\frac\nu2\right)\frac{P_L}r .
\end{equation}
It is attractive at every angle. With $P_L=6.26$ eV/nm, force times distance is $-5.38$ eV/nm. In a film this value holds only for $r\ll h$. At $h=7$ nm, along the second glide plane, the free surface changes it to about $-4.9$ eV/nm at $r=2$ nm and $-3.1$ eV/nm at $r=5$ nm, still attractive. If the second glide plane passes through the first line, the radial direction lies in that plane, so the attraction is a glide force that pulls the lines together. The condition matters: two 60-degree lines already lying apart in the interface cannot slide along it to meet, because the interface is not their glide plane.

\section{What thickness does the reaction need?}

A first 60-degree arm acting alone needs $h_{60}$. It would be wrong to conclude that every Lomer line made by reaction must wait for that thickness. Suppose two threading arms, one of each kind, run along the same interface line and are separated by much more than $h$. The leader lays a 60-degree line; the follower converts it into a Lomer line. With $\Lambda=\ln(\alpha h/b)$, the forward forces are
\begin{align}
F_1&=\tfrac12\sigma bh-P_{60}\Lambda,\\
F_2&=\tfrac12\sigma bh-(P_L-P_{60})\Lambda,\\
F_1+F_2&=\sigma bh-P_L\Lambda .
\end{align}
The sum is the Lomer balance, positive for $h>h_L$. The leader is pulled back for $h<h_{60}$. For the follower, $h\ge h_L$ means $\sigma bh\ge P_L\Lambda$, and $P_L-P_{60}=\nu P_L/4$, so
\begin{equation}
F_2\ge\left(\frac12-\frac\nu4\right)P_L\Lambda>0 .
\end{equation}
Between the two critical thicknesses the leader retreats and the follower advances until the arms are close enough to act on each other directly. These mutual forces may hold them a short distance apart, but they do not change the sum. The close pair then moves forward, since its total force does not depend on how the arms are arranged once that arrangement travels unchanged.

At $h=7$ nm, $\sigma bh=P_Lh/k_L=36.2$ eV/nm and $\Lambda=4.28$. The leader feels $18.1-5.82(4.28)=-6.8$ eV/nm, the follower $+16.3$ eV/nm and the pair $+9.5$ eV/nm.

Each arm glides, yet the result is a line that needed the removal of a volume $bh$. The wedge of film between the two slip planes explains this. Its width at the surface is $2h/\sqrt2=\sqrt2\,h$, and it shifts along the normal by $|b_y|=a/2$. The displaced volume per unit length is
\begin{equation}
\sqrt2\,h\,\frac a2=\frac{ah}{\sqrt2}=bh .
\end{equation}
In a compressed film the wedge is pushed up into a low ridge, which holds the material that climb would have had to remove atom by atom. At 7 nm the ridge is 9.9 nm wide, and the steps at its edges are 0.275 nm high. The elastic field of the line also lowers the surface in a broad, shallow trough of the same area $bh$, so ridge and trough cancel when measured from the level of the distant surface. Only the fraction $\nu/(1-\nu)=0.39$ of the trough is elastic thinning of the film; the rest is a sinking of the interface and the substrate beneath it. The film itself gains the volume $bh(1-2\nu)/(1-\nu)=0.61\,bh$ as its compression is relieved. The middle of the ridge therefore stands only about 0.15 nm above the distant surface.

The ridge has two edges. If each is new surface of height $a/2$ with a rough surface energy of 1 J/m$^2$, it costs 1.7 eV per nm of line. Adding two steps to the pair's energy raises its threshold from 4.7 to 5.6 nm; one step raises that of the lone 60-degree arm from 10.5 to 11.4 nm. Slip that removes an existing step has the opposite effect.

\section{How firm is the ordering?}

The comparison assumed equal core parameters. Equal $\alpha$ does not quite mean equal cores, because the constant absorbed in $\alpha$ also contains a surface term that depends on the direction of $\mathbf b$. If each Burgers vector is spread evenly over a ring of the same small radius in an isotropic solid, $\alpha$ for the 60-degree line is about 0.58 times that for the Lomer line. With $\alpha=4$ kept for the Lomer line, $h_{60}$ then falls from 10.5 to about 9.0 nm and the ratio from 2.25 to about 1.9. The order stands.

Return to equal $\alpha$, and suppose the Lomer core costs an extra energy $c$ per length, with the 60-degree core held fixed. The critical thicknesses coincide when $P_L\Lambda+c=\sigma bh$ at $h=h_{60}$. There $\sigma bh=2P_{60}\Lambda$, so
\begin{equation}
c=(2P_{60}-P_L)\Lambda=\left(1-\frac\nu2\right)P_L\ln\frac{\alpha h_{60}}b=25\text{ eV/nm}.
\end{equation}
This is four times $P_L$ itself. Lowering $\alpha$ to 2 for both lines changes the thicknesses to 3.5 and 8.5 nm and leaves their order intact.

The absolute values also depend on the choice of elastic constants, including their anisotropy. With rough cubic constants $C_{11}=160$, $C_{12}=60$ and $C_{44}=80$ GPa, and $\alpha=4$ as before, the thicknesses become 6.7 and 13.9 nm. Most of the rise comes from a softer biaxial response, $C_{11}+C_{12}-2C_{12}^2/C_{11}=175$ GPa in place of 213 GPa. The Lomer value moves by some 40 per cent relative to the isotropic one, so the second decimals above serve to check arithmetic and are not predictions. The ratio is now 2.1.

The 60-degree line can also split into two partial dislocations joined by a stacking fault. In a compressed (001) film the 30-degree partial leads, which is taken here as given. By (\ref{schmid}) the trailing 90-degree partial, with twice the normal component, is pushed twice as hard. Half the difference of the two forces, 0.056 J/m$^2$, adds to a rough fault energy of 0.060 J/m$^2$ in holding the pair together. The edge parts of the two partial Burgers vectors have the scalar product $b^2/6$, and the 90-degree partial has no screw part, so the partials repel with the force $P_L/(3r)$ at spacing $r$. For an isolated pair in a uniform misfit stress, the balance gives a spacing of 2.9 nm. If the pair at spacing $b$ is taken to have the energy of the perfect line, splitting gains 2.4 eV/nm. This rough estimate lowers $h_{60}$ to about 9.4 nm, still twice $h_L$. A line resting at the interface does not feel a uniform stress, because its leading partial can enter the unstrained substrate. With the 90-degree partial at the interface and the free surface included, the spacing is about 3.6 nm, the gain about 2.6 eV/nm and $h_{60}$ about 9.2 nm. In a stretched film the order of the partials is reversed and the misfit term opposes the fault energy. Inside the strained film the two nearly cancel for these numbers, so the partials of a moving arm may separate widely there, and the comparison of perfect dislocations is no longer a safe guide.

\section{A silicon--germanium film}

The parameters are roughly those of a silicon film containing about a quarter germanium, grown on silicon near 550 $^\circ$C. The isotropic constants overstate the misfit stress by about a fifth, and the core parameter is uncertain. For such a film the anisotropic values, about 7 and 14 nm at $\alpha=4$, are the better estimates. They remain rough: as $\alpha$ goes from 1 to 8, the Lomer value runs from about 3.4 to 8 nm and the 60-degree value from about 9 to 16 nm. The assumption that real layers most readily break is equilibrium: dislocations must first be supplied and then move. At low growth temperature, films can remain strained well beyond the equilibrium thickness, so these values mark where relaxation becomes favourable, not where it is seen to begin.

Within the model, and with no surface steps for slip to remove, a film thinner than $h_L$ is stable against both kinds of line. Between $h_L$ and $h_{60}$ its stability is conditional: it resists lone 60-degree arms, but not a matched pair that clears the step cost, nor a Lomer line built in at a growing edge. The values used here are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
lattice parameter a = 0.55 nm; Burgers length b = 0.3889 nm
shear modulus = 60 GPa; Poisson ratio = 0.28
misfit strain = 1.0 %; core parameter alpha = 4
misfit stress magnitude = 2.133 GPa
relieving component: Lomer 0.3889 nm, 60-degree 0.1945 nm
energy prefactor P: Lomer 6.260 eV/nm
energy prefactor P: 60-degree 5.822 eV/nm
prefactor ratio 60-degree/Lomer = 0.930
length k: Lomer 1.209 nm
length k: 60-degree 2.249 nm
critical thickness: Lomer 4.68 nm
critical thickness: 60-degree 10.54 nm
thickness ratio = 2.249; lower bound = 1.860
misfit 0.5 %: Lomer 11.55 nm, 60-deg 24.95 nm
misfit 1.0 %: Lomer 4.68 nm, 60-deg 10.54 nm
misfit 2.0 %: Lomer 1.75 nm, 60-deg 4.25 nm
glide-plane lean s/h of the 60-degree arm = 0.7071
Schmid factor: b out of (001) 0.4082; b in (001) 0.0000
slip systems: driven 8, undriven 4
explicit slab count = 48 atoms
volume per atom = 0.02080 nm^3
climb at Lomer thickness moves 87.6 atoms per nm of line
reaction: radial force times distance = -5.384 eV/nm
arm forces at h = 7.0 nm: leader -6.77 eV/nm
  follower 16.25 eV/nm; pair 9.48 eV/nm
surface step height = 0.275 nm
wedge width at h = 7.0 nm: 9.90 nm
cubic constants C11, C12, C44 = 160, 60, 80 GPa
anisotropic: Lomer 6.67 nm, 60-degree 13.87 nm
alpha = 2: Lomer 3.49 nm, 60-degree 8.49 nm
extra Lomer core energy to cancel the gap = 25.2 eV/nm
surface energy = 1.0 J/m^2
energy of one surface step = 1.72 eV/nm
with steps: 60-degree 11.37 nm, joined pair 5.55 nm
stacking-fault energy = 0.060 J/m^2
misfit squeeze on the partials = 0.056 J/m^2
partial spacing = 2.87 nm; energy gain = 2.37 eV/nm
60-degree thickness with this gain = 9.35 nm
temperature = 823 K; thermal energy = 0.0709 eV
misfit work per atom moved = 0.277 eV
diffusion: activation 4.5 eV, prefactor 0.01 m^2/s
bulk diffusivity = 2.8e-30 m^2/s; time = 3600 s
diffusion length = 1.0e-04 nm; stress-aided 7.0e-04 nm
\end{verbatim}
